\section*{Elastic Selection of Film Orientation on a Square Substrate}

\section{The problem}

Some ferroelectric films are orthorhombic, and in a capacitor it matters which crystal axis points from one electrode to the other. This question isolates one influence on that choice, the elastic energy of a film held by its substrate.

A film material has a stress-free orthorhombic cell with edge lengths $L>M>S$, called long, middle and short. It is linearly elastic and isotropic, with Young's modulus $E>0$ and Poisson ratio $0\le\nu<1/2$. The film grows on a thick, rigid substrate whose surface is a square lattice of spacing $s$. Growth is coherent: one film cell sits on each substrate square, with two cell edges along the edges of the square. The top surface of the film is free.

Three orientations compete, named by the axis that lies along the film normal. Rotating the film by $90^\circ$ about its normal exchanges the two in-plane axes and, on a square substrate with isotropic elasticity, leaves the energy unchanged. Tilted growth, growth rotated by $45^\circ$, dislocations and domain patterns are excluded, and so are surface, interface and electrostatic energies.

For numerical work take the round model values $L=5.25$, $M=5.05$, $S=5.00$ and $s=5.11$, all in \AA, with $E=200$ GPa and $\nu=0.30$. They are not measured constants of a particular film.

\section{Part (a): relaxation along the normal}

\textbf{Question.} Define the misfit strains. For a given orientation, find the strain along the normal and show that the film does not tilt.

\textbf{Model answer.} An in-plane edge of stress-free length $l_i$ is forced to the length $s$. Its strain, relative to the stress-free film, is
\begin{equation}
e_i=\frac{s-l_i}{l_i}=\frac{s}{l_i}-1 ,\qquad i=L,M,S .
\label{misfit}
\end{equation}
Positive $e_i$ means stretching. Because a longer edge gives a smaller $s/l_i$,
\begin{equation}
e_L<e_M<e_S .
\label{order}
\end{equation}
The strain $e_i$ is imposed only when axis $i$ lies in the plane. For the axis along the normal, $e_n$ is merely a number defined by (\ref{misfit}); the actual normal strain is called $z$ and has to be found.

Let $i$ and $j$ be the in-plane axes, and use coordinates 1 and 2 along them and 3 along the normal. The in-plane shear $\varepsilon_{12}$ vanishes, since a rectangle is deformed into a square with parallel edges. The isotropic energy density, per stress-free volume, is
\begin{equation}
w=\tfrac12\lambda(e_i+e_j+z)^2+\mu(e_i^2+e_j^2+z^2)
+2\mu(\varepsilon_{13}^2+\varepsilon_{23}^2),
\label{w}
\end{equation}
with the Lam\'e constants
\begin{equation}
\lambda=\frac{E\nu}{(1+\nu)(1-2\nu)},\qquad \mu=\frac{E}{2(1+\nu)} .
\end{equation}
The factor 2 in the last term of (\ref{w}) arises because $\varepsilon_{13}$ and $\varepsilon_{31}$ both enter the sum over strain components.

The substrate fixes $e_i$ and $e_j$, while $z$, $\varepsilon_{13}$ and $\varepsilon_{23}$ are free. A tilt of the third cell edge would appear as nonzero $\varepsilon_{13}$ or $\varepsilon_{23}$. These enter (\ref{w}) only as squares with a positive coefficient, so the minimum has $\varepsilon_{13}=\varepsilon_{23}=0$: there is no tilt. For $z$,
\begin{equation}
\frac{\partial w}{\partial z}=\lambda(e_i+e_j+z)+2\mu z=0
\quad\Longrightarrow\quad
z=-\frac{\lambda}{\lambda+2\mu}(e_i+e_j).
\label{z1}
\end{equation}
This derivative is the normal stress $\sigma_{33}$, so the minimum is the state in which the free surface carries no force. The second derivative is
\begin{equation}
\lambda+2\mu=\frac{E}{1+\nu}\left(\frac{\nu}{1-2\nu}+1\right)
=\frac{E(1-\nu)}{(1+\nu)(1-2\nu)}>0 ,
\label{c11}
\end{equation}
which confirms a minimum. Dividing $\lambda$ by (\ref{c11}) gives
\begin{equation}
z=-\frac{\nu}{1-\nu}(e_i+e_j).
\label{z}
\end{equation}
For $\nu>0$ a film stretched on balance in its plane becomes thinner, and one compressed on balance becomes thicker. The repeat height is $l_n(1+z)$, where $l_n$ is the stress-free length of the normal axis.

\section{Part (b): the relaxed energy}

\textbf{Question.} Find the elastic energy density after relaxation. Explain why energies per stress-free volume may be compared between orientations.

\textbf{Model answer.} Write $t=e_i+e_j$. From (\ref{z1}), $t+z=2\mu t/(\lambda+2\mu)$. The terms of (\ref{w}) that contain $z$ become
\begin{align}
\tfrac12\lambda(t+z)^2+\mu z^2
&=\frac{2\lambda\mu^2+\mu\lambda^2}{(\lambda+2\mu)^2}\,t^2
=\frac{\lambda\mu}{\lambda+2\mu}\,t^2 \nonumber\\
&=\frac{\nu}{1-\nu}\,\frac{E}{2(1+\nu)}\,t^2
=K\nu\,t^2 ,
\end{align}
where
\begin{equation}
K=\frac{E}{2(1-\nu^2)} .
\end{equation}
The remaining terms are $\mu(e_i^2+e_j^2)$, and $\mu=K(1-\nu)$. Adding the two contributions,
\begin{align}
u_n&=K\left[\nu(e_i+e_j)^2+(1-\nu)(e_i^2+e_j^2)\right]\nonumber\\
&=K\left(e_i^2+e_j^2+2\nu e_ie_j\right).
\label{u}
\end{align}
The subscript $n$ names the axis along the normal, whose own misfit is absent from the right-hand side.

The cross term distinguishes misfits of opposite sign from misfits of equal sign. For $\nu>0$ and given magnitudes of the two misfits, the energy is lower if one in-plane axis is compressed and the other stretched: compression along one direction makes the material tend to expand along the other, which is what the substrate demands. Two misfits of equal sign oppose each other's natural response and cost more.

Every orientation has the same stress-free cell volume $LMS$, and each film cell covers one substrate square. Films with equal numbers of cell layers on equal areas therefore contain equal amounts of material and equal stress-free volumes. The lowest $u_n$ is then the lowest total elastic energy. The deformed thicknesses differ slightly, which is why the deformed volume would be a less suitable reference.

\section{Part (c): the numerical case}

\textbf{Question.} Evaluate the three energies for the given values. Compare the outcome with the simple rule ``put the axis with the largest $|e_i|$ along the normal''.

\textbf{Model answer.} The misfits are
\begin{align}
e_L&=5.11/5.25-1=-2.667\%,\nonumber\\
e_M&=5.11/5.05-1=+1.188\%,\\
e_S&=5.11/5.00-1=+2.200\%.\nonumber
\end{align}
The prefactor is $K=200/[2(1-0.09)]=109.89$ GPa, and $2\nu=0.6$. In units of $10^{-4}$, the bracket of (\ref{u}) is
\begin{align}
\text{long normal:}\quad &1.412+4.840+1.568=7.820,\nonumber\\
\text{middle normal:}\quad &7.111+4.840-3.520=8.431,\\
\text{short normal:}\quad &7.111+1.412-1.901=6.622.\nonumber
\end{align}
The third number in each sum is the cross term. Multiplication by $K$ gives
\begin{equation}
u_L=85.9,\qquad u_M=92.6,\qquad u_S=72.8\quad\text{MJ/m}^3 .
\end{equation}
The short axis along the normal has the lowest energy. With the cell volume of $132.56$ \AA$^3$ this energy is 60.2 meV per cell, and the next orientation, long normal, lies 10.9 meV per cell higher.

For the winning film, (\ref{z}) gives $z=-(0.3/0.7)(-2.667\%+1.188\%)=+0.634\%$. The short edge grows from 5.00 to 5.032 \AA, because the plane is compressed on balance.

The simple rule picks the long axis, since $2.667\%$ is the largest misfit in magnitude. Here it is wrong, and the sums show why. Without the cross terms, the long-normal bracket would be $6.252$ and the short-normal bracket $8.523$, so the rule would hold. But with the short axis along the normal, the compressed long axis and the stretched middle axis share the plane and assist each other. With the long axis along the normal, two stretched axes share the plane and hinder each other. The cross terms reverse the order.

\section{Part (d): the general selection rule}

\textbf{Question.} For arbitrary $L>M>S$ and $s$, determine which axes can lie along the normal in the state of lowest energy, and find the quantity that decides between them.

\textbf{Model answer.} Compare normal $i$ with normal $j$, and let $k$ be the third axis, which lies in the plane in both cases. From (\ref{u}),
\begin{align}
u_i-u_j&=K\left[(e_j^2+e_k^2+2\nu e_je_k)-(e_i^2+e_k^2+2\nu e_ie_k)\right]\nonumber\\
&=K\left[(e_j-e_i)(e_j+e_i)+2\nu e_k(e_j-e_i)\right]\nonumber\\
&=K(e_j-e_i)\,A_k ,
\label{diff}
\end{align}
with
\begin{equation}
A_k=e_i+e_j+2\nu e_k=T-(1-2\nu)e_k,\qquad T=e_L+e_M+e_S .
\end{equation}
The three comparisons are
\begin{align}
u_L-u_M&=K(e_M-e_L)A_S,\nonumber\\
u_M-u_S&=K(e_S-e_M)A_L,\label{three}\\
u_L-u_S&=K(e_S-e_L)A_M.\nonumber
\end{align}
By (\ref{order}) every misfit difference written here is positive, so each energy difference has the sign of its factor $A$. Since $1-2\nu>0$, the order of the misfits is reversed in the $A_k$:
\begin{equation}
A_L>A_M>A_S .
\label{Aorder}
\end{equation}

Suppose the middle axis along the normal gave the minimum, possibly tied. Then $u_L-u_M\ge0$ requires $A_S\ge0$, and $u_M-u_S\le0$ requires $A_L\le0$. Together these give $A_S\ge A_L$, which contradicts (\ref{Aorder}). In this model the middle axis is therefore never along the normal in the state of lowest energy, whatever the substrate spacing.

The long and short axes remain. The last line of (\ref{three}) decides between them through
\begin{equation}
A\equiv A_M=e_L+e_S+2\nu e_M .
\label{A}
\end{equation}
For $A>0$ the short axis lies along the normal; for $A<0$ the long axis does; for $A=0$ these two orientations tie. At the tie (\ref{Aorder}) gives $A_L>0>A_S$, so the middle-normal film lies above both.

In the numerical case $A=-2.667\%+2.200\%+0.6\times1.188\%=+0.246\%$, so the short axis wins, as found in part (c). The energy difference follows from (\ref{three}):
\begin{equation}
u_L-u_S=109.89\ \text{GPa}\times0.04867\times0.00246=13.2\ \text{MJ/m}^3 .
\end{equation}
It is small compared with the energies themselves because $A$ is small: the substrate is close to a tie.

Two limits show what the Poisson ratio does. At $\nu=0$ the energy is $K(e_L^2+e_M^2+e_S^2-e_n^2)$, and the largest-misfit rule is correct. The middle axis cannot win even then, because a number lying strictly between two others cannot have the largest magnitude of the three. As $\nu\to1/2$, all three $A_k$ tend to $T$. If also $T=0$, the three energies become equal. The reason is geometric: (\ref{z}) then gives $z=-(e_i+e_j)=e_n$, so the height is $l_n(1+e_n)=s$. Each orientation deforms the cell into the same cube of edge $s$, with the same three strains.

The rule was tested on 4000 random films with $\nu$ between 0 and 0.49, their energies computed from the full stiffness matrix. The long axis won 1968 times, the short axis 2032 times and the middle axis not once.

\section{Part (e): the dependence on substrate spacing}

\textbf{Question.} At what substrate spacing does the preferred orientation change? For which spacings does the largest-misfit rule fail?

\textbf{Model answer.} Insert (\ref{misfit}) into (\ref{A}):
\begin{equation}
A=s\left(\frac1L+\frac1S+\frac{2\nu}{M}\right)-2(1+\nu).
\end{equation}
The coefficient of $s$ is positive, so $A$ rises steadily with $s$ and vanishes once, at
\begin{equation}
s^*=\frac{2(1+\nu)}{1/L+1/S+2\nu/M}.
\label{sstar}
\end{equation}
Below $s^*$ the long axis lies along the normal, above it the short axis. Far from the switch this is easy to picture: a small substrate would have to compress the long axis most, and a large substrate would have to stretch the short axis most; in each case that axis is moved out of the plane. Close to the switch the most strained axis need not be the one moved out, as part (c) showed. Young's modulus has cancelled: it sets the size of the energy differences but not their sign.

Equation (\ref{sstar}) is a harmonic mean of the three lengths with weights $1$, $1$ and $2\nu$, whose sum is $2(1+\nu)$. Hence $S<s^*<L$. For the given values
\begin{equation}
s^*=\frac{2.6}{1/5.25+1/5.00+0.6/5.05}=5.105\ \text{\AA}.
\end{equation}

The largest-misfit rule changes its choice where $|e_L|=|e_S|$. As $e_L\neq e_S$, this means $e_L+e_S=0$, or
\begin{equation}
s_0=\frac{2}{1/L+1/S}=5.122\ \text{\AA}.
\end{equation}
To see how $s^*$ and $s_0$ are related, substitute $1/L+1/S=2/s_0$ into (\ref{sstar}):
\begin{equation}
\frac1{s^*}=\frac{1}{1+\nu}\left(\frac1{s_0}+\frac{\nu}{M}\right).
\end{equation}
The Poisson effect pulls the switch from $s_0$ towards $M$. Here $M<s_0$, so the switch moves down, and the rule fails for $s^*<s<s_0$, an interval of about 0.017 \AA\ that contains $s=5.11$ \AA. If $M$ were larger than $s_0$, the switch would move up and the rule would fail for $s_0<s<s^*$. If $M=s_0$, the two spacings coincide, because the middle axis is then unstrained at the switch and cannot favour either partner.

Two further substrates lie outside the interval. At $s=5.07$ \AA\ the energies for long, middle and short normal are 26.9, 119.1 and 121.9 MJ/m$^3$: the long axis wins clearly. At $s=5.17$ \AA\ they are 242.4, 118.4 and 63.7 MJ/m$^3$, and the short axis wins. A change of 0.10 \AA\ in spacing, about 2\%, thus turns a strong preference into the opposite one.

\section{Part (f): reliability and meaning for a capacitor}

\textbf{Question.} Discuss how far the result depends on the definition of strain and on elastic isotropy. What does it imply if the polar axis of the film is the middle one?

\textbf{Model answer.} \emph{Definition of strain.} Misfits of 2 to 3\% are not infinitesimal. One indication of the resulting uncertainty is to keep the quadratic energy but to replace $s/l_i-1$ by the logarithmic strain $\ln(s/l_i)$ or the Green--Lagrange strain $\tfrac12[(s/l_i)^2-1]$. Both increase with $s/l_i$, so the order (\ref{order}) and the exclusion of the middle axis survive. The switch condition $e_L+e_S+2\nu e_M=0$ keeps its form, but its solution changes:
\begin{align}
\text{logarithmic:}\quad &\ln s^*=\frac{\ln L+\ln S+2\nu\ln M}{2(1+\nu)},\nonumber\\
\text{Green--Lagrange:}\quad &\frac1{s^{*2}}=\frac{1/L^2+1/S^2+2\nu/M^2}{2(1+\nu)} .
\end{align}
The switch lies at 5.1064 \AA\ for the logarithmic strain, 5.1052 \AA\ for the linear strain and 5.1039 \AA\ for the Green--Lagrange strain. All three lie below 5.11 \AA, and the short axis wins there in each case. The spread of 0.0025 \AA\ is, however, about half the distance from the linear switch to the substrate spacing. The three choices are three models of nonlinear elasticity and do not bound the behaviour of a real film. So close to the switch, a reliable decision needs the material's own elastic response, including its nonlinearity and its anisotropy.

\emph{Isotropy.} The derivation used the same $K$ and $\nu$ for every orientation. Suppose instead that the stiffness constant $C_{22}$, which multiplies $\tfrac12\varepsilon^2$ for strain along the middle axis, is tripled from 269.2 to 807.7 GPa, with all other constants unchanged. This is a deliberately strong change. When the middle axis lies in the plane its strain is fixed at $e_M$, so the energy rises by
\begin{equation}
\tfrac12\,(807.7-269.2)\ \text{GPa}\times(0.01188)^2=38.0\ \text{MJ/m}^3
\end{equation}
for both the long-normal and the short-normal film. When the middle axis lies along the normal, its strain was only $0.20\%$ before the change and can adjust, so the energy rises by less than 0.4 MJ/m$^3$. The energies for long, middle and short normal become 123.9, 93.0 and 110.8 MJ/m$^3$, and the middle axis wins. For these lengths and this spacing the middle axis wins once $C_{22}$ exceeds about 2.06 times its isotropic value. The exclusion found in part (d) rests on the three cell axes having equal stiffness constants. It survives for cubic elasticity aligned with the cell, where $C_{44}$ does not enter and $\nu$ is replaced by $C_{12}/(C_{11}+C_{12})<1/2$, but it is not a property of orthorhombic films in general. For a real film the full stiffness tensor should be used.

\emph{Polar axis.} A voltage between the electrodes of a flat capacitor acts along the film normal and couples to the polarization component in that direction. If the polar axis is the middle one, the isotropic elastic energy favours an orientation with the polar axis in the plane, where the spontaneous polarization has no component along the normal. A film with its polar axis along the normal must then owe its orientation to something omitted here, such as unequal stiffness along the three axes, interface energy, the electric field or the way the film was formed.

The size of the competing contribution can be estimated. The elastic preference per area grows in proportion to thickness as long as the film stays coherent. For the numerical case and a stress-free volume per area of 10 nm, the short-normal film is favoured over the middle-normal film by
\begin{equation}
(92.65-72.77)\ \text{MJ/m}^3\times10\ \text{nm}\approx0.20\ \text{J/m}^2 .
\end{equation}
An interface and surface energy that favours the middle-normal film by more than this would reverse that comparison. In a thinner film a proportionally smaller difference is enough. For these misfits an isotropic equilibrium estimate for edge dislocations gives a critical thickness of roughly 1 to 3 nm. The value of 10 nm is well above this and serves only as a round number for scaling, not as a thickness at which coherence is assured. Once dislocations relieve the misfit, the assumption of coherent growth, on which every part of this answer rests, fails.

\section*{Table of computed values}
\begin{verbatim}
Edges long, middle, short (angstrom): 5.25 5.05 5.00
Young's modulus: 200 GPa; Poisson ratio: 0.30
Substrate spacing: 5.11 angstrom
Stress-free cell volume: 132.562 cubic angstrom
Prefactor K: 109.890 GPa
Misfit of long axis: -2.6667 %
Misfit of middle axis: 1.1881 %
Misfit of short axis: 2.2000 %
Deciding quantity A: 0.2462 %
Normal = long: normal strain -1.4521 %, height 5.1738 angstrom
  energy 85.93 MJ/m^3 = 71.10 meV per cell
Normal = middle: normal strain 0.2000 %, height 5.0601 angstrom
  energy 92.65 MJ/m^3 = 76.66 meV per cell
Normal = short: normal strain 0.6337 %, height 5.0317 angstrom
  energy 72.77 MJ/m^3 = 60.21 meV per cell
Lowest energy: short axis along normal
Long minus short: 13.17 MJ/m^3 = 10.89 meV per cell
Largest-misfit rule would choose: long
Switch spacing s*: 5.1052 angstrom
Largest-misfit rule switches at: 5.1220 angstrom
Numerical switch, linear strain: 5.1052 angstrom
Numerical switch, logarithmic strain: 5.1064 angstrom
Numerical switch, Green-Lagrange strain: 5.1039 angstrom
s = 5.07 angstrom, normal long/middle/short (MJ/m^3): 26.92 119.07 121.95; lowest: long
s = 5.17 angstrom, normal long/middle/short (MJ/m^3): 242.35 118.39 63.69; lowest: short
Random films won by long/middle/short (count): 1968 0 2032
Isotropic C22: 269.2 GPa; tripled: 807.7 GPa
Tripled C22, normal long/middle/short (MJ/m^3): 123.94 93.01 110.77
\end{verbatim}
